\section*{Democratic partitioning of the energy in density-matrix embedding}

\section{Who owns a matrix element?}

\textbf{Q.} In density-matrix embedding every fragment has its own wavefunction. A hopping term between two fragments then has two expectation values, which need not agree. How can there be one total energy?

\textbf{A.} A rule has to be chosen. Take orthonormal real orbitals, divided into disjoint fragments, and real normalized states. With
\begin{equation}
E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},
\end{equation}
the spin-independent Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\end{equation}
Let $D_{pq}$ be the expectation value of $E_{pq}$, and $\Gamma_{pqrs}$ that of the spin-summed four-operator product. For a single state the energy is $\sum h_{pq}D_{pq}+\frac12\sum(pq|rs)\Gamma_{pqrs}$.

Fragment $x$ supplies a state $\Psi_x$ of the whole system, with density matrices $D^x$ and $\Gamma^x$. Let $x(p)$ be the fragment that contains $p$. The democratic rule gives each index of a matrix element one equal vote:
\begin{align}
D_{pq}&=\tfrac12\bigl(D^{x(p)}_{pq}+D^{x(q)}_{pq}\bigr),\\
\Gamma_{pqrs}&=\tfrac14\bigl(\Gamma^{x(p)}+\Gamma^{x(q)}+\Gamma^{x(r)}+\Gamma^{x(s)}\bigr)_{pqrs}.
\end{align}

\textbf{Q.} That needs elements with one index in the fragment and three outside. Must I assemble the entire four-index array?

\textbf{A.} Not for the energy. Since $h_{pq}=h_{qp}$ and $D^x_{pq}=D^x_{qp}$, exchanging the names $p$ and $q$ shows that the two one-body votes contribute equally. For the two-body part, real orbitals give
\begin{equation}
(pq|rs)=(qp|sr)=(rs|pq).
\end{equation}
The density matrix has the same two symmetries. Exchanging the two creation operators and the two annihilation operators gives two minus signs, so $\Gamma_{pqrs}=\Gamma_{rspq}$. Hermitian conjugation in a real state gives $\Gamma_{pqrs}=\Gamma_{qpsr}$.

In the vote of $q$, rename $p\leftrightarrow q$ and $r\leftrightarrow s$:
\begin{equation}
\sum(pq|rs)\Gamma^{x(q)}_{pqrs}=\sum(qp|sr)\Gamma^{x(p)}_{qpsr}=\sum(pq|rs)\Gamma^{x(p)}_{pqrs}.
\end{equation}
The vote of $r$ follows from exchanging the pairs $(p,q)$ and $(r,s)$, and that of $s$ from both operations together. Four equal quarters make one whole, so
\begin{equation}
E_{\rm DP}=\sum_xE_x,\qquad
E_x=\sum_{p\in x}\Bigl[\sum_qh_{pq}D^x_{pq}+\frac12\sum_{qrs}(pq|rs)\Gamma^x_{pqrs}\Bigr].
\label{dp}
\end{equation}
Only the first index is restricted to the fragment.

\section{The bath, the core and a factor one half}

\textbf{Q.} The solver treats a fragment and a small bath. Where does a state of the whole system come from?

\textbf{A.} From a closed-shell determinant $\Phi$, whose occupied spatial orbitals are the columns of a matrix $C$. Take the rows of $C$ that belong to the fragment and write their singular value decomposition as $C_x=WsR^T$. Rotating the occupied orbitals among themselves by $R$ changes $\Phi$ at most by a sign. If the fragment has $n_x$ orbitals, at most $n_x$ of the rotated orbitals have weight on it. I assume $n_x$ singular values strictly between 0 and 1. Then
\begin{equation}
\varphi_i=s_if_i+\sqrt{1-s_i^2}\,b_i,\qquad i=1,\dots,n_x,
\label{schmidt}
\end{equation}
with $f_i$ in the fragment and $b_i$ outside. The $f_i$ are orthonormal, being columns of $W$. The outside parts have overlaps $\delta_{ij}-s_i^2\delta_{ij}$, so the normalized $b_i$ are orthonormal too. They are the bath.

The other occupied orbitals have no fragment weight and form a doubly occupied core. Thus $\Phi$ is a state of $n_x$ electron pairs in $2n_x$ embedding orbitals, times the core. A correlated solver replaces the first factor and keeps the core. The product is $\Psi_x$.

\textbf{Q.} The solver's Hamiltonian contains the potential of the core. Can I simply use that Hamiltonian in $E_x$?

\textbf{A.} No, as the factorization of $\Gamma^x$ shows. In (\ref{dp}) the indices $q,r,s$ run over a complete basis, so they may refer to embedding, core and empty orbitals instead of sites. The index $p$ stays in the fragment and is never a core index. The core has a fixed electron number, which leaves three kinds of nonzero element:
\begin{align}
q,r,s\text{ embedding}:&\quad \Gamma^x_{pqrs}\text{ of the solver},\\
r,s\text{ core}:&\quad D^x_{pq}D^c_{rs},\\
q,r\text{ core}:&\quad -\tfrac12D^x_{ps}D^c_{rq}.
\end{align}
In the last line, moving $a_{s\tau}$ past $a^\dagger_{r\tau}$ gives the minus sign. The closed-shell core requires $\sigma=\tau$ and contributes $\frac12D^c_{rq}$ per spin.

Insert the two core cases in the two-body energy and rename $q\leftrightarrow s$ in the second:
\begin{equation}
\frac12\sum_{p\in x}\sum_{qrs}\bigl[(pq|rs)-\tfrac12(ps|rq)\bigr]D^c_{rs}D^x_{pq}
=\frac12\sum_{p\in x}\sum_q v^c_{pq}D^x_{pq},
\end{equation}
where
\begin{equation}
v^c_{pq}=\sum_{rs}\bigl[(pq|rs)-\tfrac12(ps|rq)\bigr]D^c_{rs}.
\end{equation}
Therefore
\begin{equation}
E_x=\sum_{p\in x}\Bigl[\sum_q\bigl(h_{pq}+\tfrac12v^c_{pq}\bigr)D^x_{pq}+\frac12\sum_{qrs}(pq|rs)\Gamma^x_{pqrs}\Bigr],
\label{half}
\end{equation}
with $q,r,s$ now in the embedding space. The solver needs the full $v^c$, because in $\langle\Psi_x|H|\Psi_x\rangle$ the core can supply either member of an interacting pair. The first-index rule keeps the half in which the fragment electron comes first.

\section{Mean-field states}

\textbf{Q.} Suppose I use no correlation at all. Do the pieces add up to the mean-field energy, or merely to something close?

\textbf{A.} Collect all terms of $H$ whose first index lies in $x$, and let $H_x$ be the Hermitian part of this operator. Each term has one first index, so $\sum_xH_x=H$. For real states (\ref{dp}) reads
\begin{equation}
E_{\rm DP}=\sum_x\langle\Psi_x|H_x|\Psi_x\rangle.
\label{op}
\end{equation}
If all $\Psi_x$ are the same state $\Psi$, the sum is $\langle\Psi|H|\Psi\rangle$. If every fragment returns $\Phi$, it is therefore $\langle\Phi|H|\Phi\rangle$, with no remainder.

\textbf{Q.} You assumed that every fragment returns $\Phi$. The solver works with a smaller Hamiltonian. Why should it?

\textbf{A.} Let $\Phi$ be a Hartree--Fock solution of $H$, so that its Fock matrix $F$ commutes with $D$. Put the embedding orbitals in the columns of $B$. Then
\begin{equation}
D=D^c+BD_{\rm emb}B^T,\qquad DB=BD_{\rm emb},
\end{equation}
because $D^cB=0$ and $B^TB=1$. The mean-field potential is linear in the density matrix. The core potential and the potential of the embedded electrons thus add up to that of $D$, and the embedded Fock matrix is $F_{\rm emb}=B^TFB$. Hence
\begin{align}
F_{\rm emb}D_{\rm emb}-D_{\rm emb}F_{\rm emb}
&=B^TF(BD_{\rm emb})-(D_{\rm emb}B^T)FB\nonumber\\
&=B^T(FD-DF)B=0.
\end{align}
So $\Phi$ solves every embedded Hartree--Fock problem. If it is the lowest closed-shell determinant of the full system, it is also the lowest in each embedding problem, whose determinants, completed by the core, are determinants of the full system.

If $\Phi$ comes from a different one-body Hamiltonian, for instance one with an added correlation potential, $F$ and $D$ need not commute. A Hartree--Fock solver may then leave $\Phi$. The density matrices of $\Phi$ itself still add up to $\langle\Phi|H|\Phi\rangle$.

\textbf{Q.} You said ``with no remainder''. Does that make the democratic energy exact? Hartree--Fock is not the ground-state energy.

\textbf{A.} It means only that the mean-field energy is reproduced. For a one-body $H$ with a gap between occupied and empty levels, this is also the true ground-state energy, and even an exact solver returns $\Phi$. The embedding space consists of the occupied $\varphi_i$ and the orthogonal combinations $\sqrt{1-s_i^2}f_i-s_ib_i$. The latter are orthogonal to all occupied orbitals, so they are empty. By the commutator above, the projected $h$ does not mix the two sets. Its eigenvalues are averages of occupied levels in the first set and of empty levels in the second. The gap survives, and filling the lower set gives $\Phi$.

\textbf{Q.} Show me a case without symmetry to help.

\textbf{A.} Take six sites $p=0,\dots,5$ with six electrons and hopping $-t$, with $t=1$ as the energy unit. The repulsion is $(pp|qq)=2/(1+|p-q|)$, including $p=q$. Neighbours have exchange integrals 0.1, and the site energies are $0.2p-\sum_{q\ne p}(pp|qq)$. The fragments have two, one and three sites.

Hartree--Fock in the many-body space gives $-12.64118290\,t$, and the sum of fragment energies with a Hartree--Fock solver agrees in all printed digits. With the two-electron interaction removed, the exact energy and the democratic energy with an exact solver are both $-25.01643013\,t$. Formula (\ref{half}) was also tested for the correlated fragment states, by writing each $\Psi_x$ out in the full space.

\section{Losing the upper bound}

\textbf{Q.} Each $\Psi_x$ is a proper wavefunction, so each obeys the variational principle. Why should the sum not obey it?

\textbf{A.} The principle says $\langle\Psi_x|H|\Psi_x\rangle\ge E_0$, with the whole $H$ in one state. Equation (\ref{op}) evaluates different parts of $H$ in different states. A state can lower its own $H_x$ at the expense of the other parts, and that expense is never charged.

\textbf{Q.} That is an accusation, not a proof.

\textbf{A.} Start with the exact ground state $\Psi_0$ in every fragment, and change one fragment state only:
\begin{equation}
\Psi_x(\lambda)=\cos\lambda\,\Psi_0+\sin\lambda\,\delta,\qquad\langle\delta|\Psi_0\rangle=0.
\end{equation}
Let $m=\langle\Psi_0|H_x|\Psi_0\rangle$ and let $\sigma_x$ be the standard deviation of $H_x$ in $\Psi_0$. If $\Psi_0$ is not an eigenstate of $H_x$, then $\sigma_x>0$ and we may choose
\begin{equation}
\delta=\frac{(H_x-m)\Psi_0}{\sigma_x},\qquad
\langle\delta|H_x|\Psi_0\rangle=\frac{\langle H_x^2\rangle-m^2}{\sigma_x}=\sigma_x.
\end{equation}
The other fragments still contribute $E_0-m$. Using $\cos^2\lambda=1-\sin^2\lambda$,
\begin{equation}
E_{\rm DP}-E_0=\sigma_x\sin2\lambda+\sin^2\lambda\,\bigl(\langle\delta|H_x|\delta\rangle-m\bigr).
\end{equation}
The first term is linear in $\lambda$, so a small negative $\lambda$ gives an energy below $E_0$.

If instead all fragments change by the same $\delta$, the linear terms add up to
\begin{equation}
\sin2\lambda\sum_x\langle\delta|H_x|\Psi_0\rangle=\sin2\lambda\,E_0\langle\delta|\Psi_0\rangle=0.
\end{equation}
What remains is $\sin^2\lambda(\langle\delta|H|\delta\rangle-E_0)\ge0$. The bound rests on this cancellation and on the sign of the remainder. A common state guarantees both for every $\delta$; different states guarantee neither.

\textbf{Q.} How large is the effect?

\textbf{A.} For a six-site Hubbard ring with six electrons, on-site repulsion $U=4t$ and one-site fragments, $\sigma_x=1.002\,t$. With $\lambda=-0.1$ the foreign state has a weight of about one percent. Changing one fragment shifts the energy by $-0.170\,t$; changing all alike shifts it by $+0.048\,t$.

\section{A real embedding calculation}

\textbf{Q.} You picked $\delta$ to cause trouble. An embedding solver might never produce such states.

\textbf{A.} Then let it solve the same ring. The mean-field determinant fills the momenta $0,\pm\pi/3$. Its density matrix per spin is
\begin{equation}
\gamma_{0j}=\tfrac16\bigl[1+2\cos(\pi j/3)\bigr]=\tfrac12,\ \tfrac13,\ 0,\ -\tfrac16,\ 0,\ \tfrac13
\end{equation}
for $j=0,\dots,5$. Of the rotated occupied orbitals only $\varphi_1$ in (\ref{schmidt}) has weight on site 0, with amplitude $s_1$, so $\gamma_{0j}=s_1\varphi_1(j)$. The bath of site 0 is therefore proportional to $\gamma_{0j}$ with $j\ne0$. Since $\gamma^2=\gamma$, its squared norm is $\gamma_{00}-\gamma_{00}^2=\frac14$, so $b_j=2\gamma_{0j}$:
\begin{equation}
b=(0,\tfrac23,0,-\tfrac13,0,\tfrac23).
\end{equation}
The matrix element between site and bath is $-t(b_1+b_5)=-V$, with $V=\frac43t$. No two neighbours both carry bath weight, so hopping gives the bath no energy of its own. Its repulsion is
\begin{equation}
U_b=U\sum_jb_j^4=\tfrac{33}{81}U.
\end{equation}
Site 0 and the bath do not overlap, so no mixed interaction integrals arise.

\textbf{Q.} And the core potential?

\textbf{A.} In the Hubbard model it is $U/2$ times the core density. In $\Phi$ each site holds one electron, and so does the bath orbital. The core density at $j\ne0$ is therefore $1-b_j^2$, and the bath level is
\begin{equation}
\varepsilon_b=\frac U2\sum_jb_j^2(1-b_j^2)=\frac{U-U_b}{2}.
\end{equation}
The core potential vanishes on site 0.

Two electrons on site 0 cost $U$. Two in the bath cost $U_b+2\varepsilon_b=U$, the same. The singlet with one electron in each costs $\varepsilon_b$. Hopping couples it to the symmetric combination of the doubly occupied states with strength $-2V$: each contributes $-\sqrt2V$, and normalization gives another $\sqrt2$. With $u=U+U_b$, the energy difference is $U-\varepsilon_b=u/2$. Apart from a constant, the problem is
\begin{equation}
\begin{pmatrix}u/4&-2V\\-2V&-u/4\end{pmatrix},\qquad
\text{lowest eigenvalue }-S,\quad S=\sqrt{\frac{u^2}{16}+4V^2}.
\end{equation}
The triplet and the antisymmetric doubly occupied state do not couple to this block and lie higher.

In the ground state the doubly occupied combination has weight $\frac12(1-u/4S)$. Half of it is on site 0, so the double occupancy is
\begin{equation}
d=\frac14-\frac{u}{16S}.
\end{equation}
The equal weights also keep one electron on site 0. The off-diagonal term of the matrix has expectation value $-4V^2/S$. It also equals $-2VD_{0b}$, whence $D_{0b}=2V/S$. Row 0 of the energy contains one of the two hopping directions, and $\frac12U\Gamma_{0000}=Ud$. Therefore
\begin{equation}
E_x=-VD_{0b}+Ud=\frac U4-\frac{2V^2}{S}-\frac{Uu}{16S}.
\label{closed}
\end{equation}

\textbf{Q.} Put in $U=4t$.

\textbf{A.} Then $U_b=1.6296\,t$, $u=5.6296\,t$ and $S=3.0153\,t$. This gives $D_{0b}=0.8844$ and $d=0.1333$, so
\begin{equation}
E_x=-1.3333\times0.8844\,t+4\times0.1333\,t=-0.646\,t.
\end{equation}
Six equal fragments give $-3.876\,t$. Exact diagonalization gives $E_0=-3.669\,t$. The democratic energy is too low by $0.207\,t$, or 5.6 percent of $|E_0|$.

\textbf{Q.} Does it at least always err on the low side? Then I could call it a lower bound.

\textbf{A.} Not as a rule. With a Hartree--Fock solver the sum is the mean-field energy, which cannot lie below $E_0$, and a small positive $\lambda$ in the previous section gives an energy above $E_0$. For correlated solvers on this ring the sign depends on how the bath is treated. Here are energies per site in units of $t$. ``Trial'' is $\langle\Psi_x|H|\Psi_x\rangle/6$. ``Bare'' is the democratic energy when the solver keeps the interaction on the fragment alone and the other sites have the mean-field potential $U/2$.
\begin{center}
\begin{tabular}{rrrrr}
$U/t$&exact&trial&$E_{\rm DP}/6$&bare\\
0&$-1.3333$&$-1.3333$&$-1.3333$&$-1.3333$\\
1&$-1.1002$&$-1.0872$&$-1.1046$&$-1.1008$\\
2&$-0.9016$&$-0.8485$&$-0.9168$&$-0.9026$\\
4&$-0.6115$&$-0.3914$&$-0.6459$&$-0.5996$\\
8&$-0.3414$&$0.4649$&$-0.3689$&$-0.2667$
\end{tabular}
\end{center}
The trial energies respect the bound. With the interacting bath, $E_{\rm DP}$ is below the exact energy at every nonzero $U$ shown, so that column alone shows no change of sign. The bare-bath energy equals the exact one at $U=0$, is slightly below it at $U=t$ and $2t$, and is above it at $U=4t$ and $8t$.

The sign in the limit of large $U$ can be understood. The bare bath has $\varepsilon_b=U/2$ and obeys (\ref{closed}) with $U_b=0$. For $U\gg8V\approx10.7\,t$,
\begin{equation}
\frac{2V^2}{S}\simeq\frac{8V^2}{U},\qquad
\frac{U^2}{16S}\simeq\frac U4-\frac{8V^2}{U},
\end{equation}
so the terms of order $t^2/U$ cancel in $E_x$. The exact energy does have such a term. As a trial state, take three separate two-site ground states. Each has energy $U/2-\sqrt{U^2/4+4t^2}\simeq-4t^2/U$, and hopping between the pairs averages to zero because each pair has a fixed electron number. The exact energy per site is thus at most $-2t^2/U$ to this order, below the bare-bath value once $U$ is large enough. This argument does not reach the values in the table: at $U=8t$ the three pairs give $-0.236\,t$ per site, still above the bare-bath $-0.267\,t$, and they fall below it only for $U$ above about $9.4\,t$. At $U=4t$ and $8t$ the sign rests on the diagonalization.

\textbf{Q.} In your table the trial energy, which respects the bound, is the poorer estimate.

\textbf{A.} It is, at every nonzero $U$ shown. At $U=4t$ it is $0.220\,t$ per site too high, while $E_{\rm DP}$ is $0.034\,t$ per site too low. The trial state correlates one site with its bath and leaves the rest in a mean-field core. The democratic sum takes from each state the row of its own correlated site. In this model that gives a smaller error, but one without a guaranteed sign.

\section{What the assembled matrices represent}

\textbf{Q.} Could some single wavefunction still lie behind the assembled $D$ and $\Gamma$?

\textbf{A.} Not in the ring at $U=4t$. Any six-electron state or ensemble has energy at least $E_0$, and energy is a linear function of $D$ and $\Gamma$. The assembled pair has the right electron number and an energy below $E_0$, so it belongs to no such state or ensemble. The diagonalization used three electrons of each spin, which suffices: every spin multiplet of six electrons has a member in that sector.

The one-body matrix alone does not reveal this. Its natural occupations are 0.116 and 1.884, three of each, within the allowed range from 0 to 2.

\textbf{Q.} You stress the right electron number. Can it be wrong?

\textbf{A.} Yes. Particle-hole symmetry fixes it in the ring. In the inhomogeneous chain, the exact solver puts 2.142, 1.110 and 2.766 electrons on the three fragments, or 6.017 in total. The democratic energy there is $-12.803\,t$ against the exact $-12.789\,t$, but part of that difference may come from the surplus charge. A fair comparison needs a chemical potential on the fragment orbitals in each solver, adjusted until the total is six and left out of $E_x$. That was not done here.

The three-site fragment gives another warning. With its three bath orbitals it spans the whole chain, and its trial energy equals the exact energy to the printed digits. The democratic sum still differs, because the other two fragments supply their rows from other states. One exact fragment is not enough; the theorem assumes a common state.

\section*{Table of computed values}
\begin{verbatim}
CHAIN: U, site slope, exchange (t): 2.0 0.2 0.1
sites [0, 1]: E_x -4.714921 t, <H> -12.734752 t, N_x 2.14192
sites [2]: E_x -2.613821 t, <H> -12.663753 t, N_x 1.10965
sites [3, 4, 5]: E_x -5.474476 t, <H> -12.789279 t, N_x 2.76558
chain mean-field energy, many-body space (t): -12.64118290
chain E_DP, mean-field solver (t):            -12.64118290
chain one-body H, exact energy (t):           -25.01643013
chain one-body H, E_DP exact solver (t):      -25.01643013
chain exact energy (t):                       -12.789279
chain E_DP, exact solver, no chem. pot. (t):  -12.803218
chain assembled electron number:              6.017153
RING: energies per site (t); sites: 6
   U   exact      mean-field <H>trial   E_DP       E_DP(bare bath)
  0.0  -1.333333  -1.333333  -1.333333  -1.333333  -1.333333
  1.0  -1.100193  -1.083333  -1.087185  -1.104579  -1.100847
  2.0  -0.901576  -0.833333  -0.848548  -0.916778  -0.902641
  4.0  -0.611451  -0.333333  -0.391435  -0.645938  -0.599562
  8.0  -0.341355   0.666667   0.464876  -0.368898  -0.266667
DETAILS at U = 4 t
neighbour density matrix per spin D1: 0.333333
bath amplitudes, sites 0-5: [0.       0.666667 0.       0.333333 0.       0.666667] (moduli)
V 1.333333 t, U_b 1.629630 t, S 3.015279 t
core potential on bath orbital (t): 1.185185
|D_0b| spin-summed: 0.884385
double occupancy: fragment 0.133310
fragment hopping energy -1.179180 t
fragment repulsion energy 0.533241 t
total E_DP -3.875630 t, exact -3.668706 t, difference -0.206924 t
assembled natural occupations: [0.115615 0.115615 0.115615 1.884385 1.884385 1.884385]
standard deviation of H_x in exact state (t): 1.002166
slope, one fragment changed (t): 2.004332
slope, all fragments changed alike (t): 0.0e+00
lambda -0.1: one changed, E_DP - E0 = -0.169922 t
lambda -0.1: all changed, E_DP - E0 = 0.047876 t
\end{verbatim}
